# Axial thermal resistance of a copper through-silicon via: a program that tests the result

```python
"""Axial thermal resistance of a copper through-silicon via.

Result under test: R = L / (pi a^2 k), for an insulated side wall, where
L = length, a = radius, k = copper conductivity, and R = difference of the
area-averaged end temperatures divided by the heat flow.
Also tested: heat exchange through an oxide liner, spreading of heat from a
disc into a half-space, and electron scattering at a diffuse side wall.
All internal quantities are in SI units; z = 0 is the cold end.
"""
import numpy as np
from scipy.constants import micro, nano, milli
from scipy.integrate import dblquad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# Example inputs; material data are rough typical values
length = 50 * micro
radius = 2.5 * micro
k_copper = 400.0
power = 1 * milli
liner_thickness = 0.2 * micro
k_oxide = 1.4
k_silicon = 150.0
cell_pitch = 20 * micro
mean_free_path = 40 * nano
k_slope = -0.08
temperature_excess = 80.0

area = np.pi * radius**2
resistance = length / (k_copper * area)

# Finite-volume grid: rings in radius, layers in height
n_r, n_z = 20, 200
dr, dz = radius / n_r, length / n_z
ring_edges = np.linspace(0, radius, n_r + 1)
ring_areas = np.pi * np.diff(ring_edges**2)
z_centres = (np.arange(n_z) + 0.5) * dz


def solve_via(top_temperature=None, ring_power=None,
              liner_conductance=0.0, silicon_temperature=None):
    """Solve steady conduction with the bottom face at zero temperature.

    The top face has either a fixed temperature or a given power per ring.
    liner_conductance is per unit length; zero means an insulated wall.
    Returns cell temperatures, heat entering the top, heat leaving the bottom.
    """
    rows, cols, values = [], [], []
    source = np.zeros(n_r * n_z)

    def add(row, col, value):
        rows.append(row)
        cols.append(col)
        values.append(value)

    def link(first, second, conductance):
        add(first, first, conductance)
        add(second, second, conductance)
        add(first, second, -conductance)
        add(second, first, -conductance)

    side = 0.0
    if liner_conductance > 0:
        copper_part = (dr / 2) / (2 * np.pi * radius * k_copper * dz)
        side = 1 / (copper_part + 1 / (liner_conductance * dz))
    for i in range(n_r):
        axial = k_copper * ring_areas[i] / dz
        for j in range(n_z):
            cell = i * n_z + j
            if j + 1 < n_z:
                link(cell, cell + 1, axial)
            if i + 1 < n_r:
                radial = 2 * np.pi * ring_edges[i + 1] * k_copper * dz / dr
                link(cell, cell + n_z, radial)
            elif side > 0:
                add(cell, cell, side)
                source[cell] += side * silicon_temperature[j]
        bottom, top = i * n_z, i * n_z + n_z - 1
        add(bottom, bottom, 2 * axial)
        if top_temperature is not None:
            add(top, top, 2 * axial)
            source[top] += 2 * axial * top_temperature
        else:
            source[top] += ring_power[i]
    size = n_r * n_z
    matrix = coo_matrix((values, (rows, cols)), shape=(size, size)).tocsc()
    field = spsolve(matrix, source).reshape(n_r, n_z)
    face = 2 * k_copper * ring_areas / dz
    heat_out = np.sum(face * field[:, 0])
    if top_temperature is not None:
        heat_in = np.sum(face * (top_temperature - field[:, -1]))
    else:
        heat_in = np.sum(ring_power)
    return field, heat_in, heat_out


# Insulated wall and isothermal ends
_, heat_in, heat_out = solve_via(top_temperature=1.0)
resistance_grid = 1 / heat_in
assert abs(resistance_grid / resistance - 1) < 1e-6
assert abs(heat_out / heat_in - 1) < 1e-6
assert abs(resistance_grid / 6400 - 1) < 0.01

# Heat enters only through the inner half of the top radius
inner = np.where(ring_edges[1:] <= radius / 2 * (1 + 1e-9), ring_areas, 0.0)
ring_power = power * inner / inner.sum()
field, _, _ = solve_via(ring_power=ring_power)
top_face = field[:, -1] + ring_power * dz / (2 * k_copper * ring_areas)
mean_top = np.sum(top_face * ring_areas) / area
centre_top = top_face[0]
assert abs(mean_top / (power * resistance) - 1) < 1e-6
assert centre_top > 1.02 * mean_top

# Exchange through the liner with silicon at the cold-end temperature
liner_g = 2 * np.pi * k_oxide / np.log(1 + liner_thickness / radius)
exchange_length = np.sqrt(k_copper * area / liner_g)
ratio = length / exchange_length
resistance_cold_si = resistance * np.tanh(ratio) / ratio
far_fraction = 1 / np.cosh(ratio)
_, heat_in, heat_out = solve_via(top_temperature=1.0,
                                 liner_conductance=liner_g,
                                 silicon_temperature=np.zeros(n_z))
cold_si_grid = 1 / heat_in
far_fraction_grid = heat_out / heat_in
# The formula ignores radial gradients in copper, about one percent here;
# the far-end fraction is exponentially more sensitive to them.
assert abs(cold_si_grid / resistance_cold_si - 1) < 0.02
assert abs(far_fraction_grid / far_fraction - 1) < 0.06

# Silicon with the same linear profile exchanges no heat with the copper
_, heat_in, heat_out = solve_via(top_temperature=1.0,
                                 liner_conductance=liner_g,
                                 silicon_temperature=z_centres / length)
assert abs(heat_in * resistance - 1) < 1e-6
assert abs(heat_out * resistance - 1) < 1e-6

# Silicon in parallel within one square cell
silicon_area = cell_pitch**2 - np.pi * (radius + liner_thickness)**2
resistance_silicon = length / (k_silicon * silicon_area)
resistance_cell = 1 / (1 / resistance + 1 / resistance_silicon)
copper_share = resistance_cell / resistance


# Mean inverse distance in a unit disc, from distances to its edge
def edge_distance(angle, position):
    root = np.sqrt(np.maximum(1 - (position * np.sin(angle))**2, 0))
    return root - position * np.cos(angle)


mean_inverse, _ = dblquad(
    lambda angle, position: 2 * position * edge_distance(angle, position)
    / np.pi, 0, 1, 0, 2 * np.pi, epsabs=1e-7, epsrel=1e-7)
spread_silicon = 8 / (3 * np.pi**2 * k_silicon * radius)
spread_oxide = 8 / (3 * np.pi**2 * k_oxide * radius)
spread_direct = mean_inverse / (2 * np.pi * k_silicon * radius)
assert abs(spread_direct / spread_silicon - 1) < 1e-5

# Diffuse-wall scattering by random positions and directions
wall_loss = 3 * mean_free_path / (8 * radius)
rng = np.random.default_rng(12345)
loss_sum, batches, batch_size = 0.0, 8, 500000
for _ in range(batches):
    position = np.sqrt(rng.random(batch_size))
    angle = 2 * np.pi * rng.random(batch_size)
    cosine = rng.random(batch_size)
    sine = np.sqrt(1 - cosine**2)
    path = radius * edge_distance(angle, position) / np.maximum(sine, 1e-12)
    loss_sum += np.mean(3 * cosine**2 * np.exp(-path / mean_free_path))
wall_loss_sampled = loss_sum / batches
# Sampling noise is somewhat below one percent of the loss
assert abs(wall_loss_sampled / wall_loss - 1) < 0.04

k_hot = k_copper + k_slope * temperature_excess
resistance_hot = length / (k_hot * area)
radius_factor = 1 / 0.9**2

print(f"Via length: {length / micro:.1f} um")
print(f"Via radius: {radius / micro:.2f} um")
print(f"Copper conductivity: {k_copper:.0f} W/(m K)")
print(f"Cross-section area: {area / micro**2:.3f} um^2")
print(f"Axial resistance, formula: {resistance:.1f} K/W")
print(f"Axial resistance, grid solution: {resistance_grid:.1f} K/W")
print(f"R factor for 10 percent smaller radius: {radius_factor:.3f}")
print(f"Heat flow: {power / milli:.2f} mW")
print(f"Heat flux: {power / area:.3e} W/m^2")
print(f"Temperature difference: {power * resistance:.3f} K")
print(f"Gradient: {power * resistance / (length / micro):.4f} K/um")
print(f"Uneven heating, mean top rise: {mean_top:.3f} K")
print(f"Uneven heating, centre top rise: {centre_top:.1f} K")
print(f"Liner thickness: {liner_thickness / micro:.2f} um")
print(f"Oxide conductivity: {k_oxide:.1f} W/(m K)")
print(f"Liner conductance per length: {liner_g:.1f} W/(m K)")
print(f"Exchange length: {exchange_length / micro:.2f} um")
print(f"Length over exchange length: {ratio:.2f}")
print(f"Input R, cold silicon, formula: {resistance_cold_si:.0f} K/W")
print(f"Input R, cold silicon, grid: {cold_si_grid:.0f} K/W")
print(f"Far-end heat share, formula: {100 * far_fraction:.2f} percent")
print(f"Far-end heat share, grid: {100 * far_fraction_grid:.2f} percent")
print(f"Silicon conductivity: {k_silicon:.0f} W/(m K)")
print(f"Cell pitch: {cell_pitch / micro:.0f} um")
print(f"Silicon area in cell: {silicon_area / micro**2:.1f} um^2")
print(f"Silicon resistance in cell: {resistance_silicon:.0f} K/W")
print(f"Copper and silicon in parallel: {resistance_cell:.0f} K/W")
print(f"Copper share of cell heat: {100 * copper_share:.1f} percent")
print(f"Mean inverse distance in unit disc: {mean_inverse:.5f}")
print(f"Spreading R per end, silicon: {spread_silicon:.0f} K/W")
print(f"Spreading R per end, thick oxide: {spread_oxide:.0f} K/W")
print(f"Electron mean free path: {mean_free_path / nano:.0f} nm")
print(f"Wall-scattering loss, formula: {100 * wall_loss:.2f} percent")
print(f"Wall-scattering loss, sampled: {100 * wall_loss_sampled:.2f} percent")
print(f"Conductivity slope: {k_slope:.2f} W/(m K) per K")
print(f"Temperature above room: {temperature_excess:.0f} K")
print(f"Hot copper conductivity: {k_hot:.1f} W/(m K)")
print(f"Axial resistance when hot: {resistance_hot:.0f} K/W")
print("all good")
```

Running it gives:

```
Via length: 50.0 um
Via radius: 2.50 um
Copper conductivity: 400 W/(m K)
Cross-section area: 19.635 um^2
Axial resistance, formula: 6366.2 K/W
Axial resistance, grid solution: 6366.2 K/W
R factor for 10 percent smaller radius: 1.235
Heat flow: 1.00 mW
Heat flux: 5.093e+07 W/m^2
Temperature difference: 6.366 K
Gradient: 0.1273 K/um
Uneven heating, mean top rise: 6.366 K
Uneven heating, centre top rise: 6.7 K
Liner thickness: 0.20 um
Oxide conductivity: 1.4 W/(m K)
Liner conductance per length: 114.3 W/(m K)
Exchange length: 8.29 um
Length over exchange length: 6.03
Input R, cold silicon, formula: 1055 K/W
Input R, cold silicon, grid: 1061 K/W
Far-end heat share, formula: 0.48 percent
Far-end heat share, grid: 0.50 percent
Silicon conductivity: 150 W/(m K)
Cell pitch: 20 um
Silicon area in cell: 377.1 um^2
Silicon resistance in cell: 884 K/W
Copper and silicon in parallel: 776 K/W
Copper share of cell heat: 12.2 percent
Mean inverse distance in unit disc: 1.69765
Spreading R per end, silicon: 721 K/W
Spreading R per end, thick oxide: 77197 K/W
Electron mean free path: 40 nm
Wall-scattering loss, formula: 0.60 percent
Wall-scattering loss, sampled: 0.60 percent
Conductivity slope: -0.08 W/(m K) per K
Temperature above room: 80 K
Hot copper conductivity: 393.6 W/(m K)
Axial resistance when hot: 6470 K/W
all good
```
